# Cube-Root Mass Law and Falling Delivery Rate of Subliming Grains

A solid precursor is loaded as small grains, heated, and left to sublime. The grains shrink, and with them the surface that supplies vapour. Someone who sets dose times needs to know how fast the delivery rate falls, and how much material is left when it becomes too low.

## Assumptions and the sublimation flux

The charge consists of \(N\) solid spheres of equal initial radius \(r_0\) and uniform density \(\rho\). Each loses mass at a net rate \(j\) per unit area, the same over its whole surface and constant in time. "Net" means emitted minus returned. The flux \(j\) is positive for loss, and \(t=0\) is the start of sublimation.

For free escape into vacuum, \(j\) follows from the saturated vapour pressure \(p_s\). In a gas at temperature \(T\) with number density \(n=p_s/k_BT\) and atomic mass \(m\), the number of atoms striking a wall per unit area and time is

\[
J=n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{p_s}{\sqrt{2\pi mk_BT}} .
\]

The integral of \(v\,e^{-mv^2/2k_BT}\) is \(k_BT/m\), which gives the middle form. In equilibrium a surface emits as many atoms as stick to it. If every arriving atom sticks, the emission is \(J\). Taking emission to depend on the surface temperature and not on the gas above, the same \(J\) leaves into vacuum, and \(j=mJ\).

## The cube-root law

The total mass and total area are

\[
M=\tfrac43\pi N\rho r^3,\qquad A=4\pi Nr^2 .
\]

Mass balance reads \(dM/dt=-jA\). Differentiating \(M\) with the chain rule,

\[
4\pi N\rho r^2\frac{dr}{dt}=-4\pi Nr^2j
\quad\Longrightarrow\quad
\frac{dr}{dt}=-\frac{j}{\rho}.
\]

The area cancels, so the surface recedes at a speed that does not depend on grain size. Integration from \(r_0\) gives

\[
r=r_0\left(1-\frac t\tau\right),\qquad \tau=\frac{\rho r_0}{j},\qquad 0\le t\le\tau .
\]

Since \(M/M_0=(r/r_0)^3\), with \(M_0\) the initial mass,

\[
M^{1/3}=M_0^{1/3}\left(1-\frac t\tau\right).
\]

The delivery rate \(R=-dM/dt\) follows by differentiating \(M=M_0(1-t/\tau)^3\). The minus sign in the definition cancels the one from the inner derivative:

\[
R=\frac{3M_0}{\tau}\left(1-\frac t\tau\right)^2
=R_0\left(\frac{M}{M_0}\right)^{2/3},\qquad R_0=\frac{3M_0}{\tau}.
\]

The rate falls from the first moment and reaches zero at exhaustion. Its mean over the lifetime is \(M_0/\tau\), one third of the initial value.

Suppose the process tolerates a rate no lower than \(\phi R_0\). Setting \((1-t/\tau)^2=\phi\) gives the end of useful service and the mass then left:

\[
t_\phi=\tau(1-\sqrt\phi),\qquad \frac{M}{M_0}=\phi^{3/2}.
\]

For \(\phi=1/2\) the service ends at \(0.293\,\tau\) with 35% of the charge unused. Dividing \(M\) by \(R\) also gives a forecast that needs neither \(r_0\) nor \(j\):

\[
\frac MR=\frac{\tau}{3}\left(1-\frac t\tau\right)
\quad\Longrightarrow\quad
\tau-t=\frac{3M}{R}.
\]

For a fixed total mass and flux, \(R_0=3M_0j/(\rho r_0)\). Halving the grain radius then doubles the initial rate and halves the lifetime.

## Example: cadmium grains in vacuum

Elemental cadmium serves as a vacuum source in atomic layer epitaxy of CdTe. Take 1000 grains of radius 100 µm on a tray at 450 K. Rough values are \(p_s=9\times10^{-5}\) Torr and \(\rho=8.6\) g/cm³; the atomic mass is 112 u. The flux formula gives \(J=1.41\times10^{16}\) atoms/(cm² s), or \(j=2.62\) µg/(cm² s). Then

\[
\frac j\rho=\frac{2.62\times10^{-6}}{8.6}\ \text{cm/s}=3.05\ \text{nm/s},
\qquad
\tau=\frac{10^5\ \text{nm}}{3.045\ \text{nm/s}}=3.28\times10^4\ \text{s}=9.12\ \text{h}.
\]

The charge weighs 36.0 mg, so \(R_0=3\times36.0/9.12=11.8\) mg/h, while the mean rate is 3.95 mg/h.

| \(t/\tau\) | \(M/M_0\) | \(R\) (mg/h) |
|---|---|---|
| 0 | 1 | 11.8 |
| 0.25 | 0.42 | 6.7 |
| 0.50 | 0.125 | 3.0 |
| 0.75 | 0.016 | 0.74 |
| 0.90 | 0.001 | 0.12 |

Half rate comes after 2.67 h. At half the lifetime the remaining mass is \(0.125\times36.0=4.50\) mg, and the forecast \(3M/R=3\times4.50/2.96=4.56\) h equals the time left. Numerical integration of \(dM/dt=-jA\), sampled up to \(0.98\,\tau\), reproduced the straight line for \((M/M_0)^{1/3}\) with a largest absolute error of about \(10^{-14}\). That tests the mathematics, not the assumptions, which are examined next.

## A finite outlet: from falling to nearly steady delivery

If vapour cannot leave freely, a pressure \(p\) builds up over the grains and atoms return to them. Let the gas be well mixed, with one isotropic pressure over all grain surfaces, let it have the grain temperature, and let it leave in molecular flow through an effective area \(A_o\) into vacuum. The vessel walls are assumed hot enough to retain no vapour. Neglect the small amount of vapour stored in the vessel. The net number sublimed then equals the number leaving:

\[
AJ\left(1-\frac p{p_s}\right)=A_oJ\,\frac p{p_s}
\quad\Longrightarrow\quad
\frac p{p_s}=\frac{A}{A+A_o},\qquad
1-\frac p{p_s}=\frac1{1+A/A_o}.
\]

Write \(x=r/r_0\) and \(b=A_0/A_o\), where \(A_0\) is the initial grain area. Because \(A/A_o=bx^2\), the recession speed is reduced by \(1+bx^2\):

\[
\frac{dx}{dt}=-\frac1{\tau(1+bx^2)}.
\]

Here \(\tau\) is still the free-escape lifetime. Separating variables and integrating from \(x=1\) at \(t=0\),

\[
x+\frac b3x^3=1+\frac b3-\frac t\tau .
\]

Exhaustion, \(x=0\), occurs at \((1+b/3)\tau\). The delivery rate is the free-escape value \(R_0x^2\) times the same reduction:

\[
R=R_0\frac{x^2}{1+bx^2}.
\]

For \(b\ll1\) the cube-root law returns. For \(bx^2\gg1\) the rate is close to \(R_0/b=jA_o\): the outlet, not the grain area, sets it. To find when the rate has halved from its starting value \(R_0/(1+b)\), set

\[
\frac{x^2}{1+bx^2}=\frac1{2(1+b)}
\;\Longrightarrow\;
2x^2+2bx^2=1+bx^2
\;\Longrightarrow\;
x^2=\frac1{2+b}.
\]

The cadmium grains have \(A_0=1.257\) cm². With an effective outlet of 100 cm², \(b=0.0126\). Within this model the initial rate drops by 1.2%, to 11.7 mg/h, and the lifetime grows by 0.4%. For an outlet as large as the tray the gas is not well mixed, and the atoms returned by the tray, treated below, lower the rate about ten times more. With an outlet of 0.1 cm² and the same grains and temperature, \(b=12.6\). The source starts at 0.87 mg/h and lasts 47.3 h. Its rate halves only after 93.5% of that time, when 1.8% of the mass is left. A nearly saturated vessel thus trades delivery rate for steadiness. It also needs evenly heated walls: here \(p/p_s\) starts at 0.926, and a wall more than about 1.2 K colder than the grains could condense cadmium, which would then not reach the outlet as assumed.

## A carrier gas: another power law

Free flight also fails when a dense, still carrier gas surrounds the grain. Consider one isolated grain at fixed temperature, with a mean free path much shorter than \(r\), dilute vapour, and no vapour far away. Let \(D\) be the diffusion coefficient and \(n_s\) the saturated number density at the surface. In steady diffusion the same number of atoms crosses every sphere of radius \(\ell\ge r\), so \(\ell^2\,dn/d\ell\) is constant. With the two boundary values,

\[
n(\ell)=n_s\frac r\ell,\qquad
J_D=-D\left.\frac{dn}{d\ell}\right|_{\ell=r}=\frac{Dn_s}{r}.
\]

The flux now rises as the grain shrinks. From \(dr/dt=-mJ_D/\rho\),

\[
r\frac{dr}{dt}=-\frac{mDn_s}{\rho}
\quad\Longrightarrow\quad
r^2=r_0^2-\frac{2mDn_s}{\rho}\,t .
\]

In this limit \(M^{2/3}\), not \(M^{1/3}\), is linear in time. The rate, proportional to \(r^2J_D\), varies as \(r\).

## Unequal grains

Let the radii be \(r_i=a_i-st\), with \(s=j/\rho\), and define \(S_k=\sum_i r_i^k\) over the grains still present. The cube root of the total mass is proportional to \(L=S_3^{1/3}\). Using \(\dot S_3=-3sS_2\) and \(\dot S_2=-2sS_1\),

\[
\dot L=-s\,S_2S_3^{-2/3},\qquad
\ddot L=2s^2S_3^{-5/3}\left(S_1S_3-S_2^2\right)\ge0 .
\]

The inequality is that of Cauchy and Schwarz applied to \(r_i^{1/2}\) and \(r_i^{3/2}\). Equality requires equal radii, so a spread of sizes bends the cube-root plot upward. A finite outlet bends it the other way, because there the recession speeds up as \(x\) falls. The two effects can partly hide each other in a measured curve.

For radii spread evenly by number from 80 to 120 µm, the rate at 9.12 h × 0.9 is 2.2% of its initial value, against 1.0% for equal grains of 100 µm. At 9.12 h, 0.1% of the mass remains. The spread lengthens the tail, but the tail holds little of the mass.

## Heat supply

Sublimation and radiation to colder walls cool the grain, and a constant flux needs a constant temperature. Let a grain of area \(A_g=4\pi r^2\) and uniform temperature \(T\) touch the tray at \(T_t\) through a contact conductance \(G\). Half its view is the tray and half a cold wall at \(T_c\); both are taken as black, and the grain as grey. With emissivity \(\varepsilon\), Stefan–Boltzmann constant \(\sigma\) and heat of sublimation \(h\) per atom, the steady balance is

\[
G(T_t-T)+\varepsilon\sigma A_g\left[\frac{T_t^4+T_c^4}{2}-T^4\right]=A_gJ(T)\,h .
\]

Without contact, \(G=0\), the area cancels and \(T\) does not depend on \(r\). The cube-root law then survives with a smaller flux and a longer lifetime. With fixed \(G\), dividing by \(A_g\) leaves the contact term growing as \(1/r^2\), so the grain approaches the tray temperature as it shrinks.

For the example take \(T_c=300\) K, \(\varepsilon=0.1\) and a heat of sublimation of 110 kJ/mol, the last two being rough. The pressure is extrapolated from 450 K with this heat held constant. An assumed \(G=0.10\) mW/K per grain leaves the grain 0.15 K below the tray and lowers the flux by 1%. The conductance of a real contact is uncertain, and the result depends on it: at 0.01 mW/K the initial flux is 9% below its value at the tray temperature, and at 0.001 mW/K it is about half that value. With no contact at all, the grain settles at about 396 K, the flux falls to about 2% of its value at 450 K, and the lifetime is some 50 times longer. Most of this cooling comes from radiation to the cold wall. Thermal contact therefore matters greatly for this source, even though its absence would not bend the cube-root line. A tray 1 K hotter raises the flux by 6.6% at \(G=0.10\) mW/K, by 5.8% at 0.001 mW/K and by 6.1% without contact.

## Atoms returned by the tray

About half the emitted atoms head for the tray. Suppose the hot tray retains none and re-emits them by the cosine law. For a tray point at distance \(s\) from the contact point of an isolated grain, the sphere's centre lies at distance \(d=\sqrt{r^2+s^2}\), in a direction with cosine \(r/d\) to the tray normal.

The sphere fills a cone whose half-angle has sine \(r/d\). On a unit hemisphere, the rim of this cone bounds a disc of area \(\pi r^2/d^2\). Projected onto the tray and divided by \(\pi\), it gives the fraction of cosine-law emission that hits the sphere:

\[
F=\frac{r^2}{d^2}\,\frac rd=\frac{r^3}{(r^2+s^2)^{3/2}} .
\]

The sphere lies wholly above the tray plane, so no part of the cone is cut off. The sphere emits equally per unit projected area in all directions, so the flux arriving at this tray point is \(JF\), of which a fraction \(F\) goes back. With \(u=s^2\), the returned share of all emission is

\[
\frac{1}{4\pi r^2J}\int_0^\infty JF^2\,2\pi s\,ds
=\frac{r^4}{4}\int_0^\infty\frac{du}{(r^2+u)^3}
=\frac{r^4}{4}\cdot\frac1{2r^4}=\frac18 .
\]

Tracing one million emitted atoms gave 12.47%, against 12.50% from this integral. The initial delivery rate thus falls from 11.8 to about 10.4 mg/h. If the grain stayed spherical with this average loss, its lifetime would be \(8\tau/7\), or 10.4 h. But \(F\) approaches one near the contact point, so the underside loses least and the sphere is gradually deformed. The factor 1/8 is therefore an initial estimate, not a correction valid for the whole run.

## Smaller corrections and the real source

A grain at a large distance \(d\) from another presents an area \(\pi r^2\) on a sphere of area \(4\pi d^2\), so it catches a fraction \(r^2/4d^2\) of the other's emission. Summed over a 25 × 40 grid with 3 mm pitch, this gives 0.5% of the emitted atoms at the start. The sum is an upper bound, because grains in one row hide those behind them; with this shadowing, direct interception averages about 0.35%.

Removing an atom of volume \(v\) from a sphere of surface energy \(\gamma\) releases \(2\gamma v/r\), since \(dA_g/dV=2/r\). The saturated pressure is raised by the factor \(\exp(2\gamma v/rk_BT)\). With a rough \(\gamma=0.6\) J/m², the length \(2\gamma v/k_BT\) is 4 nm, and the rise at 100 µm is 0.004%. The mean free path at saturation, for a rough collision diameter of 0.5 nm, is about half a metre. It far exceeds the grain size, which supports the free-flight picture.

The temperature and low pressure suit a vacuum source of elemental cadmium, but single grains spaced 3 mm apart on an open tray are a deliberately favourable arrangement. A charge heaped in a crucible with a small opening breaks the assumption of free escape. The 0.1 cm² outlet shows the size of that change within the model: an initial rate about 14 times lower and a lifetime about 5 times longer. At a given grain temperature the rough vapour pressure enters \(j\) in proportion, so an error of 10% in it shifts the initial rate by 10%. Oxide skins, sintering and incomplete sticking are not included, and an oxide skin could make the flux vary in time. For a real charge, a plot of \(M^{1/3}\) against time should precede any use of \(3M/R\) as a forecast. A straight line is consistent with a constant recession speed but does not prove it, since a spread of sizes bends it upward while a finite outlet or a weak fixed contact bends it downward, and these can offset each other. With \(G=0.001\) mW/K, for example, \(3M/R\) at the start forecasts about \(2.0\,\tau\) while the grains last about \(1.3\,\tau\). Nor does it show that the grains are at the tray temperature. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Tray temperature 450 K; cold wall 300 K
Cd vapour pressure (rough) 9.0e-05 Torr
Cd atomic mass 112 u; density (rough) 8.6 g/cm3
Heat of sublimation (rough) 110 kJ/mol
Emissivity (rough) 0.1; surface energy (rough) 0.6 J/m2
Collision diameter (rough) 0.5 nm
Contact conductance (assumed) 0.10 mW/K per grain
Grains 1000 (25 x 40), radius 100 um, pitch 3 mm
Atom flux 1.408e+16 atoms/(cm2 s)
Mass flux 2.619 ug/(cm2 s)
Radius recession speed 3.045 nm/s
Lifetime tau 32837 s = 9.12 h
Initial total mass 36.02 mg; area 1.257 cm2
Initial delivery rate 11.85 mg/h
Mean delivery rate 3.95 mg/h
Half rate at t/tau 0.2929 = 2.67 h; mass left 0.3536
Table: t/tau, time (h), cube root of M/M0, M/M0, rate (mg/h)
  0.00  0.00  1.00  1.0000  11.848
  0.25  2.28  0.75  0.4219  6.665
  0.50  4.56  0.50  0.1250  2.962
  0.75  6.84  0.25  0.0156  0.741
  0.90  8.21  0.10  0.0010  0.118
Largest cube-root error, integration vs law 1.2e-14
Outlet wide: 100.0 cm2, b = 0.0126, initial rate 11.701 mg/h
  exhaustion at 1.0042 tau = 9.16 h
  half rate at 0.2966 of that time; mass left 0.3502
Outlet small: 0.1 cm2, b = 12.5664, initial rate 0.873 mg/h
  exhaustion at 5.1888 tau = 47.33 h
  half rate at 0.9350 of that time; mass left 0.0180
Returned by tray: integral 12.50 %, ray tracing 12.47 %
Caught directly by other grains 0.48 %
Cooling with contact 0.149 K; flux factor 0.9905
Cooling with contact at r0/10 0.0015 K
No contact: grain at 395.5 K, flux factor 0.0186, lifetime factor 53.9
Flux change for +1 K 6.62 %
Radii spread evenly over 80 to 120 um, time in tau of 100 um:
  rate/initial at 0.9 tau 0.0222 (equal grains 0.0100)
  mass fraction left at tau 0.00096
Curvature length 4.18 nm; pressure rise at r0 0.0042 %
Mean free path at saturation 47 cm
```
